# The Harris-Foulkes force correction for an atom-following input density, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: differentiating the eigenvalue sum

A structural relaxation moves the atoms each time a new set of forces arrives. Before every move one must decide how many self-consistency iterations to spend, and whether the force from an unfinished cycle is good enough to act on. The usual Hellmann-Feynman force, evaluated with the latest orbitals, has an error of first order in the remaining density error. A further term can be added to it at almost no cost, since it needs no new diagonalization. With that term, the force is the negative derivative of a definite energy, the Harris-Foulkes energy, for an input density that moves with the atoms. Whether it also allows an earlier stop depends on how close the corrected force lies to the converged one, which is a separate question with its own answer below.

### The energy and its ingredients

Formulas are in Hartree atomic units; numerical forces are in eV/Å. The electrons are spin-unpolarized and treated in Kohn-Sham theory. One atom is displaced by a length $u$ along a fixed unit vector $\mathbf e$, and a prime on a density denotes its derivative with respect to $u$ at fixed $\mathbf r$.

Let $E_{\rm Hxc}[n]$ be the Hartree plus exchange-correlation energy. Its first two functional derivatives are the potential and the kernel:

$$v[n](\mathbf r)=\frac{\delta E_{\rm Hxc}}{\delta n(\mathbf r)},\qquad K[n](\mathbf r,\mathbf r')=\frac{\delta v[n](\mathbf r)}{\delta n(\mathbf r')} .$$

As a second derivative, $K$ is symmetric in $\mathbf r$ and $\mathbf r'$. I write $\langle f|K|g\rangle=\iint f(\mathbf r)K(\mathbf r,\mathbf r')g(\mathbf r')\,d\mathbf r\,d\mathbf r'$ for real functions $f$ and $g$.

An input density $n$ defines the Hamiltonian

$$H=h(u)+v[n],\qquad h(u)=T+V_{\rm ext}(u),$$

where $T$ is the kinetic energy and $V_{\rm ext}$ the ionic potential, which may be a nonlocal pseudopotential (a nonlinear core correction would add a term to the force and is left out). The eigenvalues of $H$ are $\varepsilon_i$, and its filled eigenstates give the output density $n_{\rm out}$. The residual is $\rho=n_{\rm out}-n$. Input and output hold the same number of electrons, so $\int\rho=0$.

The sum of filled eigenvalues contains $\int n_{\rm out}v[n]$, which is not the interaction energy. The Harris-Foulkes energy repairs this with quantities taken from the input density:

$$E_{\rm HF}=\sum_i f_i\varepsilon_i-\int n\,v[n]+E_{\rm Hxc}[n]+E_{\rm II}(u). \tag{1}$$

Here $f_i$ are the occupations and $E_{\rm II}$ is the ion-ion energy. At self-consistency $n_{\rm out}=n$, and (1) becomes the Kohn-Sham total energy.

### The derivative

Assume that the occupations are fixed, and that at each wavevector a gap separates filled from empty states. Assume also that the basis does not move with the atoms, as for plane waves in a fixed cell.

Consider one wavevector. Because of the gap, the filled space changes smoothly with $u$ and has a smooth orthonormal basis $\phi_i(u)$, even where eigenvalues inside it cross. Each filled state has the same occupation $f$, so the band sum is $f\sum_i\langle\phi_i|H|\phi_i\rangle$. Its derivative is

$$f\sum_i\langle\phi_i|H'|\phi_i\rangle+2f\,{\rm Re}\sum_i\langle\phi_i'|H|\phi_i\rangle .$$

The second sum vanishes, for the following reason. The Hamiltonian maps the filled space into itself, so $H\phi_i=\sum_j\phi_j h_{ji}$ with a Hermitian matrix $h_{ji}$. The sum is therefore $\sum_{ij}h_{ji}A_{ij}$ with $A_{ij}=\langle\phi_i'|\phi_j\rangle$. Differentiating $\langle\phi_i|\phi_j\rangle=\delta_{ij}$ gives $A_{ij}+A_{ji}^*=0$, so $A$ is anti-Hermitian. The trace of a Hermitian matrix times an anti-Hermitian one is imaginary, and its real part is zero.

What remains is the expectation value of $H'$. The Hamiltonian changes through the ions and through the input density:

$$H'=V_{\rm ext}'+v',\qquad v'(\mathbf r)=\int K(\mathbf r,\mathbf r')\,n'(\mathbf r')\,d\mathbf r' .$$

Summed over wavevectors with their weights, this gives

$$\frac{d}{du}\sum_i f_i\varepsilon_i=\sum_i f_i\langle\psi_i|V_{\rm ext}'|\psi_i\rangle+\langle n_{\rm out}|K|n'\rangle . \tag{2}$$

The output density appears because $v'$ is a local potential averaged over the filled states.

The remaining electronic terms of (1) depend on $u$ through $n$ alone. The product rule and the chain rule give

$$\frac{d}{du}\Big(-\int n\,v[n]\Big)=-\int n'v-\langle n|K|n'\rangle,\qquad \frac{dE_{\rm Hxc}[n]}{du}=\int v\,n' . \tag{3}$$

The two terms $\int v\,n'$ cancel. Adding (2), (3) and $E_{\rm II}'$ and changing the sign yields the force:

$$F_{\rm HF}=-\frac{dE_{\rm HF}}{du}=F_{\rm bare}-\langle\rho|K|n'\rangle, \tag{4}$$

$$F_{\rm bare}=-\sum_i f_i\langle\psi_i|V_{\rm ext}'|\psi_i\rangle-E_{\rm II}' .$$

This is the result. The correction contracts the residual, the kernel and the displacement derivative of the input density. No smallness of $\rho$ was used.

If the basis functions moved with the atoms, $\phi_i'$ would have a part outside the space in which $H\phi_i=\sum_j\phi_jh_{ji}$ holds. The second sum would then survive as a Pulay force, which would have to be added to (4).

### The rule that moves the density

The derivative $n'$ is not a property of the input density at one geometry. It follows from a rule that says which density would be used at neighbouring geometries. If $n$ stays fixed in space, then $n'=0$ and the bare force is the negative derivative of $E_{\rm HF}$. If $n$ follows the atoms, the correction appears. One and the same density thus has two forces, each belonging to its own energy curve.

For a superposition of rigid atomic densities $n_a$, the displaced atom at $\mathbf R$ contributes $n_a(\mathbf r-\mathbf R)$, and the chain rule gives $n'=-\mathbf e\cdot\nabla n_a(\mathbf r-\mathbf R)$. For an iterate in the middle of a cycle, reached at displacement $u_0$, a usable rule is

$$n(u)=n(u_0)+n_{\rm at}(u)-n_{\rm at}(u_0), \tag{5}$$

where $n_{\rm at}$ is the superposition. It has the same derivative $n'=n_{\rm at}'$.

The rigid rule gives the correction a mechanical meaning. Let $w(\mathbf r)=\int K(\mathbf r,\mathbf r')\rho(\mathbf r')d\mathbf r'$, which is the change of potential caused by the residual, to first order in $\rho$. Using the symmetry of $K$ and then integrating by parts, with no boundary term in a periodic cell,

$$-\langle\rho|K|n'\rangle=\int w\,\mathbf e\cdot\nabla n_a=-\int n_a\,\mathbf e\cdot\nabla w .$$

This is the force that the potential $w$ exerts on the electron cloud carried by the atom. The potential change acts on the cloud, and the cloud is attached to the nucleus by the rule.

In a plane-wave code with cell volume $\Omega$ and $n(\mathbf r)=\sum_{\mathbf G}n(\mathbf G)e^{i\mathbf G\cdot\mathbf r}$, moving an atom multiplies its coefficients by a phase. Hence

$$n'(\mathbf G)=-i(\mathbf G\cdot\mathbf e)\,n_a(\mathbf G)\,e^{-i\mathbf G\cdot\mathbf R}.$$

The Hartree kernel multiplies each coefficient by $4\pi/G^2$. In the local density approximation (LDA) the exchange-correlation kernel is local, $f_{\rm xc}(n)=dv_{\rm xc}/dn$. The correction becomes

$$-\langle\rho|K|n'\rangle=-\Omega\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}\rho^*(\mathbf G)n'(\mathbf G)-\int\rho\,f_{\rm xc}(n)\,n'\,d\mathbf r .$$

The term $\mathbf G=0$ is absent because both $\rho$ and $n'$ integrate to zero.

### Silicon after one diagonalization

Take the two-atom cell of crystalline silicon with lattice constant 5.43 Å. One atom is shifted by 0.02 Å along [111], away from the neighbour in the same cell. Since the cell repeats, the whole sublattice moves. The calculation uses LDA with Slater exchange and VWN correlation, GTH pseudopotentials, a plane-wave cutoff of 163 eV and a $\Gamma$-centred $2\times2\times2$ mesh of wavevectors. Each atom carries a Gaussian density proportional to $e^{-r^2/L^2}$ with $L=1.10$ Å and four electrons, so that $n_a(\mathbf G)=(4/\Omega)e^{-G^2L^2/4}$.

One diagonalization with the superposed Gaussians as input leaves a large residual, $\int|\rho|=2.13$ electrons per cell. The bare force is $-0.3669$ eV/Å. The Hartree part of the correction is $+0.0556$ eV/Å and the exchange-correlation part is $-0.0242$ eV/Å. Therefore

$$F_{\rm HF}=-0.3669+0.0556-0.0242=-0.3355\ \text{eV/Å}.$$

The derivative can also be taken numerically from energies $E_{\pm1},E_{\pm2}$ at displacements $\pm h,\pm2h$ from the working point, with $h=0.01$ bohr:

$$\frac{dE}{du}\approx\frac{8(E_1-E_{-1})-(E_2-E_{-2})}{12h}.$$

If the Gaussian moves with its atom, this gives a force of $-0.3355$ eV/Å. If the input density is held in place, it gives $-0.3669$ eV/Å. Both forces are right, each for its own rule.

The self-consistent force is $-0.3426$ eV/Å. The bare force misses it by $-24.3$ meV/Å, or 7 % of the converged value, and the corrected force by $+7.1$ meV/Å, or 2 %. This gain belongs to the coarse mesh. With a $4\times4\times4$ mesh the two errors are $-4.5$ and $+5.5$ meV/Å, each relative to the converged force on that mesh, and the correction brings no gain at this first step. With $6\times6\times6$ they are $-2.6$ and $+5.5$ meV/Å, and the correction doubles the error.

### How far the force is from the converged one

Equation (4) concerns the derivative of $E_{\rm HF}$, not its distance from self-consistency. To find that distance, regard $E_{\rm HF}[n;u]$ as a function of two independent arguments. The derivation above holds for any smooth change of $n$, so

$$\frac{\delta E_{\rm HF}}{\delta n}=K\rho,\qquad \frac{\partial E_{\rm HF}}{\partial u}\Big|_n=-F_{\rm bare}. \tag{6}$$

Let $n_{\rm sc}(u)$ be the self-consistent density and $\delta=n-n_{\rm sc}$ the density error. Let $J=\delta n_{\rm out}/\delta n$, taken at $n_{\rm sc}$, describe how the output follows the input. Then $\rho=(J-1)\delta+O(\delta^2)$. Because $\rho=0$ at $n_{\rm sc}$, differentiating $K\rho$ once more gives the second derivative of $E_{\rm HF}$ there as $K(J-1)$. This operator is symmetric, being a second derivative. The first derivative vanishes at $n_{\rm sc}$, so

$$E_{\rm HF}-E_{\rm sc}=\tfrac12\langle\delta|K(J-1)|\delta\rangle+O(\delta^3)=\tfrac12\langle\rho|K|\delta\rangle+O(\delta^3). \tag{7}$$

For the force, the order of the mixed derivatives in (6) may be exchanged. At $n_{\rm sc}$ this gives

$$F_{\rm bare}-F_{\rm sc}=-\Big\langle\delta\Big|K\Big|\frac{\partial n_{\rm out}}{\partial u}\Big|_n\Big\rangle+O(\delta^2).$$

The self-consistency condition $n_{\rm sc}(u)=n_{\rm out}[n_{\rm sc}(u);u]$, differentiated, reads $n_{\rm sc}'=\partial n_{\rm out}/\partial u|_n+Jn_{\rm sc}'$. Hence $\partial n_{\rm out}/\partial u|_n=(1-J)n_{\rm sc}'$. Moving the symmetric operator $K(1-J)$ onto $\delta$ and using $(1-J)\delta=-\rho$ to leading order,

$$F_{\rm bare}-F_{\rm sc}=\langle\rho|K|n_{\rm sc}'\rangle+O(\delta^2). \tag{8}$$

Subtracting $\langle\rho|K|n'\rangle$, as (4) prescribes, leaves

$$F_{\rm HF}-F_{\rm sc}=\langle\rho|K|n_{\rm sc}'-n'\rangle+O(\delta^2). \tag{9}$$

The correction removes the part of the density response that the rule reproduces. If the rule gave the true response up to an error of order $\delta$, the force error would be of second order. Rigid atoms do not achieve this in general, and the error then remains of first order with a different coefficient. Nothing in (9) makes that coefficient smaller in every case: a poor rule can do harm.

## Second derivation: a minimum principle, and what each route assumes

The symbols are as follows. An input density $n(u)$ follows an atomic displacement $u$, and a prime means $d/du$. The Hamiltonian is $H=h(u)+v[n]$, where $h$ contains the kinetic energy and the ionic potential $V_{\rm ext}$, and $v$ is the Hartree plus exchange-correlation potential with symmetric kernel $K=\delta v/\delta n$. Its filled states give $n_{\rm out}$, and $\rho=n_{\rm out}-n$. The first half found

$$F_{\rm HF}=F_{\rm bare}-\langle\rho|K|n'\rangle$$

for the Harris-Foulkes energy (1), where $F_{\rm bare}$ is the Hellmann-Feynman force including the ion-ion part. It also found the leading errors (7) to (9) relative to the self-consistent energy and force, with $\delta=n-n_{\rm sc}$. The force formula is now obtained again without differentiating any orbital.

The corrected force is the negative derivative of the Harris-Foulkes energy for an input density that moves with the atoms, but its distance from the converged force depends on how well the chosen rule reproduces the true density response. What remains is to derive the same formula from a minimum principle, compare the assumptions of the two routes, and see in silicon whether the correction allows an earlier stop.
